# How deep a saturating gas pulse coats a narrow hole: verification in Python

```python
"""Coating of a deep round hole by a gas whose molecules stick until the wall is full.

Result under test, for depth much greater than diameter:
    depth = diameter * sqrt(2 * dose / 3),   dose = flux * time / site_density,
    flux = pressure / sqrt(2 pi mass kT).
Independent road: the wall is cut into rings. Free flights between rings follow
the cosine law; a ring absorbs all arrivals until full, then re-emits them all.
Lengths in the ring calculation are in hole diameters. Coated depth means the
adsorbed number divided by (circumference * site density).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import toeplitz


def disc_exchange(x):
    """Chance that a cosine-law flight from one disc reaches an equal disc at x."""
    return 1.0 / (np.sqrt(x * x + 1.0) + x) ** 2


def ring_matrices(width, count):
    """Flight probabilities ring->ring (last column: far end) and mouth supply."""
    x = width * np.arange(count)
    row = np.empty(count)
    row[0] = 1 - (1 - disc_exchange(width)) / (2 * width)
    y = x[1:]
    row[1:] = (disc_exchange(y - width) - 2 * disc_exchange(y)
               + disc_exchange(y + width)) / (4 * width)
    length = width * count
    # distances to the far end, written so that they never become negative
    near = width * np.arange(count - 1, -1, -1)
    to_end = (disc_exchange(near) - disc_exchange(near + width)) / (4 * width)
    flights = np.column_stack([toeplitz(row), to_end])
    supply = np.empty(count + 1)
    supply[:-1] = (disc_exchange(x) - disc_exchange(x + width)) / (4 * width)
    supply[-1] = disc_exchange(length) / (4 * width)
    return flights, supply


def coat_hole(width, full_depth, margin):
    """Return dose, coated depth, fully saturated depth and transmission."""
    count = round((full_depth + margin) / width)
    flights, supply = ring_matrices(width, count)
    coverage = np.zeros(count + 1)
    dose = 0.0
    history = [(0.0, 0.0, 0.0, 4 * width * supply.sum())]
    for r in range(round(full_depth / width)):
        waits = (1 - coverage[r:count]) / supply[r:count]
        assert np.argmin(waits) == 0, "rings must fill from the mouth inward"
        dose += waits[0]
        coverage[r:] += supply[r:] * waits[0]
        # The full ring now passes all its arrivals on to the remaining rings.
        onward = flights[r, r + 1:] / (1 - flights[r, r])
        supply[r + 1:] += supply[r] * onward
        flights[r + 1:, r + 1:] += np.outer(flights[r + 1:, r], onward)
        history.append((dose, width * coverage.sum(), width * (r + 1),
                        4 * width * supply[r + 1:].sum()))
    return np.array(history).T


# Disc exchange from its definition, using the overlap area of shifted discs.
for gap in (0.3, 1.0, 4.0):
    def pair_weight(q):
        overlap = 0.5 * np.arccos(q) - 0.5 * q * np.sqrt(1 - q * q)
        return 2 * np.pi * q * overlap * gap**2 / (gap**2 + q * q) ** 2
    direct = quad(pair_weight, 0, 1)[0] / (np.pi * np.pi / 4)
    assert abs(direct - disc_exchange(gap)) < 1e-7

# Impingement from the Maxwell velocity distribution, for arbitrary values.
test_kt, test_mass, test_pressure = 1.3, 2.7, 0.8
maxwell_flux = quad(lambda v: test_pressure / test_kt * v
                    * np.sqrt(test_mass / (2 * np.pi * test_kt))
                    * np.exp(-test_mass * v * v / (2 * test_kt)), 0, np.inf)[0]
formula_flux = test_pressure / np.sqrt(2 * np.pi * test_mass * test_kt)
assert abs(maxwell_flux / formula_flux - 1) < 1e-7

# Knudsen current for unit wall-flux gradient and unit diameter, by ray tracing.
nodes, weights = np.polynomial.legendre.leggauss(80)
radius = 0.25 * (nodes + 1)
theta = 0.5 * np.pi * (nodes + 1)
phi = 2 * np.pi * (np.arange(400) + 0.5) / 400
rr, pp = np.meshgrid(radius, phi, indexing="ij")
in_plane = -rr * np.cos(pp) + np.sqrt(0.25 - (rr * np.sin(pp)) ** 2)
plane_sum = np.sum(0.25 * weights[:, None] * 2 * np.pi * rr * in_plane)
plane_sum *= 2 * np.pi / 400
ray_length_factor = 1 / np.sin(theta)
angle_sum = np.sum(0.5 * np.pi * weights * np.sin(theta)
                   * np.cos(theta) ** 2 * ray_length_factor)
knudsen_current = plane_sum * angle_sum / np.pi
assert abs(knudsen_current / (np.pi / 3) - 1) < 1e-3

# Full ring calculation, and a coarser one to show the effect of ring width.
dose, depth, saturated, transmission = coat_hole(0.1, 100, 20)
coarse = coat_hole(0.2, 100, 20)


def ring_depth(value):
    assert 0 <= value <= dose[-1]
    return np.interp(value, dose, depth)


# Leading coefficient of dose / depth^2; end effects get free coefficients.
deep = depth > 20
a = depth[deep]
terms = np.column_stack([np.ones_like(a), 1 / a, np.log(a) / a])
leading = np.linalg.lstsq(terms, dose[deep] / a**2, rcond=None)[0][0]
assert abs(leading / 1.5 - 1) < 0.015  # finite rings and higher end corrections

# Transmission of the fully coated part against the long-hole law.
scaled_10 = transmission[100] * saturated[100] * 0.75
scaled_100 = transmission[1000] * saturated[1000] * 0.75
assert abs(scaled_100 - 1) < 0.05 and abs(scaled_100 - 1) < abs(scaled_10 - 1)

# Wall-flux profile in a coated section 100 diameters long with absorbing front.
profile_matrix, profile_supply = ring_matrices(0.1, 1000)
wall_flux = np.linalg.solve(np.eye(1000) - profile_matrix[:, :-1].T,
                            profile_supply[:-1])
centres = 0.1 * (np.arange(1000) + 0.5)
quarter_flux = np.interp(25, centres, wall_flux)
three_quarter_flux = np.interp(75, centres, wall_flux)
assert abs(quarter_flux - 0.75) < 0.02
assert abs(three_quarter_flux - 0.25) < 0.02

# Front equation under two smooth pulses separated by a purge.
def pulse(t):
    return 200 * np.sin(np.pi * t) ** 2 if t % 2 < 1 else 0.0


start = 0.1
pulsed = solve_ivp(lambda t, y: [pulse(t) / (3 * y[0])], (0, 4), [start],
                   max_step=0.01, rtol=1e-8, atol=1e-10).y[0, -1]
pulse_dose = quad(pulse, 0, 1)[0] + quad(pulse, 2, 3)[0]
pulse_formula = np.sqrt(start**2 + 2 * pulse_dose / 3)
assert abs(pulsed / pulse_formula - 1) < 1e-4

# Worked example: round model parameters in eV, angstrom and seconds.
diameter = 1000.0
thermal_energy = 0.04
rest_energy = 7e10
pressure = 5e-10
site_density = 0.04
cross_section = 100.0
pulse_time = 0.05
light_speed = constants.c / constants.angstrom
flux = pressure * light_speed / np.sqrt(2 * np.pi * rest_energy * thermal_energy)
mean_speed = light_speed * np.sqrt(8 * thermal_energy / (np.pi * rest_energy))
density = pressure / thermal_energy
diffusivity = diameter * mean_speed / 3
free_path = 1 / (np.sqrt(2) * density * cross_section)
exposure = pressure * pulse_time
example_dose = flux * pulse_time / site_density
law_depth = diameter * np.sqrt(2 * example_dose / 3)
law_quarter = diameter * np.sqrt(2 * example_dose / 4 / 3)
full_ring = diameter * ring_depth(example_dose)
quarter_ring = diameter * ring_depth(example_dose / 4)
coarse_ring = diameter * np.interp(example_dose, coarse[0], coarse[1])
saturated_ring = diameter * np.interp(example_dose, dose, saturated)
stored_ratio = density * diameter / (8 * site_density)
diffusion_time = law_depth**2 / (2 * diffusivity)
deep_exponent = np.log(full_ring / quarter_ring) / np.log(4)
shallow_1, shallow_2 = ring_depth(4.0), ring_depth(16.0)
shallow_exponent = np.log(shallow_2 / shallow_1) / np.log(4)

assert free_path > 100 * diameter
assert stored_ratio < 1e-3 and diffusion_time < 1e-3 * pulse_time
assert abs(full_ring / law_depth - 1) < 0.06
assert abs(full_ring / law_depth - 1) < abs(quarter_ring / law_quarter - 1)
assert abs(coarse_ring / full_ring - 1) < 0.01
assert abs(deep_exponent - 0.5) < 0.03 and shallow_exponent > 0.6

pascal = constants.e / constants.angstrom**3
print("INPUTS")
print(f"hole diameter: {diameter:.0f} angstrom")
print(f"thermal energy kT: {thermal_energy:.2f} eV")
print(f"molecular rest energy: {rest_energy:.1e} eV")
print(f"pressure: {pressure:.1e} eV/angstrom^3")
print(f"site density: {site_density:.2f} per angstrom^2")
print(f"collision cross-section: {cross_section:.0f} angstrom^2")
print(f"pulse time: {pulse_time:.3f} s")
print("TRANSPORT")
print(f"speed of light: {light_speed:.5e} angstrom/s")
print(f"impingement flux: {flux:.4e} per angstrom^2 per s")
print(f"mean speed: {mean_speed:.4e} angstrom/s")
print(f"gas density: {density:.3e} per angstrom^3")
print(f"Knudsen diffusivity: {diffusivity:.4e} angstrom^2/s")
print(f"mean free path: {free_path:.3e} angstrom")
print(f"stored gas / adsorbed molecules: {stored_ratio:.2e}")
print(f"diffusion time: {diffusion_time:.2e} s")
print("EXAMPLE DEPTHS")
print(f"exposure: {exposure:.3e} eV s/angstrom^3")
print(f"exposure converted: {exposure * pascal:.3f} Pa s")
print(f"dose flux*time/site density: {example_dose:.1f} (no unit)")
print(f"square-root law depth: {law_depth:.0f} angstrom")
print(f"law depth converted: {law_depth * 1e-4:.3f} micrometre")
print(f"ring-calculation depth: {full_ring:.0f} angstrom")
print(f"fully saturated depth, rings: {saturated_ring:.0f} angstrom")
print(f"depth with coarser rings: {coarse_ring:.0f} angstrom")
print(f"ring depth / law depth: {full_ring / law_depth:.4f}")
print(f"law depth at quarter exposure: {law_quarter:.0f} angstrom")
print(f"ring depth at quarter exposure: {quarter_ring:.0f} angstrom")
print(f"ring / law at quarter exposure: {quarter_ring / law_quarter:.4f}")
print(f"ring depth ratio, full/quarter: {full_ring / quarter_ring:.4f}")
print(f"deep growth exponent: {deep_exponent:.4f}")
print("SHALLOW CASE AND CHECKS")
print(f"ring depth at dose 4: {shallow_1:.3f} diameters")
print(f"ring depth at dose 16: {shallow_2:.3f} diameters")
print(f"shallow growth exponent: {shallow_exponent:.4f}")
print(f"Knudsen current coefficient by rays: {knudsen_current:.5f}")
print(f"Knudsen current coefficient pi/3: {np.pi / 3:.5f}")
print(f"fitted dose/depth^2 limit: {leading:.4f} (law: {3 / 2:.4f})")
print(f"transmission / long-hole law, 10 diameters: {scaled_10:.4f}")
print(f"transmission / long-hole law, 100 diameters: {scaled_100:.4f}")
print(f"wall flux / mouth flux at quarter depth: {quarter_flux:.4f}")
print(f"wall flux / mouth flux at 3/4 depth: {three_quarter_flux:.4f}")
print(f"two-pulse dose: {pulse_dose:.3f} (no unit)")
print(f"two-pulse depth, integrated: {pulsed:.5f} diameters")
print(f"two-pulse depth, formula: {pulse_formula:.5f} diameters")
print("success")
```

Printed output:

```
INPUTS
hole diameter: 1000 angstrom
thermal energy kT: 0.04 eV
molecular rest energy: 7.0e+10 eV
pressure: 5.0e-10 eV/angstrom^3
site density: 0.04 per angstrom^2
collision cross-section: 100 angstrom^2
pulse time: 0.050 s
TRANSPORT
speed of light: 2.99792e+18 angstrom/s
impingement flux: 1.1301e+04 per angstrom^2 per s
mean speed: 3.6164e+12 angstrom/s
gas density: 1.250e-08 per angstrom^3
Knudsen diffusivity: 1.2055e+15 angstrom^2/s
mean free path: 5.657e+05 angstrom
stored gas / adsorbed molecules: 3.91e-05
diffusion time: 3.91e-06 s
EXAMPLE DEPTHS
exposure: 2.500e-11 eV s/angstrom^3
exposure converted: 4.005 Pa s
dose flux*time/site density: 14126.4 (no unit)
square-root law depth: 97044 angstrom
law depth converted: 9.704 micrometre
ring-calculation depth: 95676 angstrom
fully saturated depth, rings: 94424 angstrom
depth with coarser rings: 96040 angstrom
ring depth / law depth: 0.9859
law depth at quarter exposure: 48522 angstrom
ring depth at quarter exposure: 47223 angstrom
ring / law at quarter exposure: 0.9732
ring depth ratio, full/quarter: 2.0260
deep growth exponent: 0.5093
SHALLOW CASE AND CHECKS
ring depth at dose 4: 0.919 diameters
ring depth at dose 16: 2.421 diameters
shallow growth exponent: 0.6990
Knudsen current coefficient by rays: 1.04720
Knudsen current coefficient pi/3: 1.04720
fitted dose/depth^2 limit: 1.4972 (law: 1.5000)
transmission / long-hole law, 10 diameters: 0.8219
transmission / long-hole law, 100 diameters: 0.9733
wall flux / mouth flux at quarter depth: 0.7447
wall flux / mouth flux at 3/4 depth: 0.2553
two-pulse dose: 200.000 (no unit)
two-pulse depth, integrated: 11.54744 diameters
two-pulse depth, formula: 11.54744 diameters
success
```
